# Line Tension and the Diffusive Shape Instability of a Circular Island

## Result and definitions

A one-atom-high island grows by capturing adatoms that diffuse on the surrounding terrace. Its edge is a slightly distorted circle,

$$r(\varphi,t)=R(t)+\delta(t)\cos m\varphi ,\qquad m\ge 2,\quad m|\delta|\ll R .$$

To first order in $\delta$,

$$\frac{d\delta}{dt}=\sigma_m\delta,\qquad \sigma_m=\frac{m-1}{R}\left[V-\frac{K\,m(m+1)}{R^2}\right], \tag{1}$$

where $V=dR/dt$ is the edge speed of the circle and

$$K=D\,\theta_{\rm eq}\,\ell,\qquad \ell=\frac{\gamma\Omega}{kT}. \tag{2}$$

Here $D$ is the adatom diffusion coefficient, $\theta_{\rm eq}$ the adatom coverage in equilibrium with a straight edge, $\gamma$ the line tension (free energy per edge length), $\Omega$ the area per atom and $\ell$ the capillary length. The amplitude therefore grows if and only if

$$VR^2>K\,m(m+1). \tag{3}$$

Both sides have the unit nm³/s. If the adatom density $c_{\rm eq}=\theta_{\rm eq}/\Omega$ is used instead of the coverage, $K=D\,c_{\rm eq}\,\Omega^2\gamma/kT$.

The law assumes isotropic line tension, dilute adatoms, quasi-static diffusion, local equilibrium at the edge, no exchange with the island top, no diffusion along the edge, and supply from far away. Several of these assumptions are relaxed below.

## Derivation

**Coverage at the edge.** Move the edge outward by a small distance $\eta(s)$, with $s$ the arc length. An element $ds$ of curvature $\kappa$, positive for a circle, becomes $(1+\kappa\eta)ds$ to first order. The edge length rises by $\int\kappa\eta\,ds$ and the area by $\int\eta\,ds$. One atom adds the area $\Omega$, so adding it where the curvature is $\kappa$ costs the free energy $\gamma\Omega\kappa$. Dilute adatoms have chemical potential $kT\ln(\theta/\theta_{\rm eq})$ relative to a straight edge. Equating the two gives

$$\theta_{\rm edge}=\theta_{\rm eq}e^{\ell\kappa}\simeq\theta_{\rm eq}(1+\ell\kappa),\qquad \ell\kappa\ll1 .$$

**Diffusion problem.** Define $u=D(\theta-\theta_{\rm eq})$. The field adjusts over a distance $R/m$ in a time of order $R^2/(Dm^2)$, while the island grows in a time $R/V$. If $VR/D\ll1$, the time derivative in the diffusion equation can be dropped:

$$\nabla^2u=0\ \text{outside},\qquad u=K\kappa\ \text{at the edge}.$$

The adatom density is $\theta/\Omega$, so the current per length into the edge is $(D/\Omega)\,\partial_n\theta$, with $n$ pointing away from the island. Each arriving atom adds the area $\Omega$, hence

$$V_n=\partial_nu .$$

Adatoms already present in the area swept by the edge are neglected, which requires $\theta\ll1$.

**Circle.** The circular solution with edge speed $V$ is

$$u_0(r)=\frac KR+VR\ln\frac rR,\qquad u_0'(R)=V,\qquad u_0''(R)=-\frac VR .$$

The logarithm has no finite limit at infinity, so the supply must be fixed at some large radius. A distortion with $m\ge2$ carries no net current at first order and leaves this supply unchanged.

**Curvature.** In polar coordinates

$$\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}},$$

where primes on $r$ denote $d/d\varphi$. The terms in $r'^2$ are of second order, which leaves $\kappa\simeq1/r-r''/r^2$. With $1/r\simeq1/R-\delta\cos m\varphi/R^2$ and $r''=-m^2\delta\cos m\varphi$,

$$\kappa=\frac1R+\frac{m^2-1}{R^2}\,\delta\cos m\varphi .$$

**Amplitude of the field.** The correction to $u_0$ that solves Laplace's equation and decays outward is $u_1=a(R/r)^m\cos m\varphi$. At the displaced edge $u_0=K/R+V\delta\cos m\varphi$, so the boundary condition reads

$$\frac KR+V\delta\cos m\varphi+a\cos m\varphi=\frac KR+K\frac{m^2-1}{R^2}\delta\cos m\varphi ,$$

and

$$a=\left[\frac{K(m^2-1)}{R^2}-V\right]\delta. \tag{4}$$

The term $-V$ drives the instability: a bump reaches into terrace with higher coverage, and holding its edge near equilibrium steepens the gradient there. The term with $K$ opposes it, because a more curved edge holds a higher coverage.

**Edge motion.** The normal differs from the radial direction by an angle of order $r'/r$. The tangential gradient is also of first order, so its contribution to $\partial_nu$ is of second order. Likewise $\partial r/\partial t=V_n\sqrt{1+(r'/r)^2}$ equals $V_n$ at first order. Therefore

$$\frac{\partial r}{\partial t}=V+u_0''(R)\,\delta\cos m\varphi-\frac{ma}{R}\cos m\varphi .$$

The coefficient of $\cos m\varphi$, with (4) inserted, is

$$\frac{d\delta}{dt}=-\frac VR\delta+\frac{mV}{R}\delta-\frac{Km(m^2-1)}{R^3}\delta .$$

Writing $m^2-1=(m-1)(m+1)$ and taking out $(m-1)/R$ gives (1). For $m=1$ the rate vanishes, as it must for a mere shift of the island.

## What grows, and which mode wins

**Relative distortion.** The circle grows too, so a growing $\delta$ does not imply a less circular shape. The ratio $\delta/R$ changes at the rate

$$\sigma_m-\frac VR=\frac1R\left[(m-2)V-\frac{Km(m^2-1)}{R^2}\right]. \tag{5}$$

For $m\ge3$ the relative distortion grows if $VR^2>Km(m^2-1)/(m-2)$. For $m=2$ the rate is $-6K/R^3$, so an elliptical distortion becomes relatively weaker at any growth speed. For $m=3$ the two thresholds are $12K$ and $24K$.

**Fastest mode.** Let $N=VR^2/K$. Then

$$\sigma_m=\frac K{R^3}\left[(m-1)N-m^3+m\right].$$

With $m$ treated as continuous, the derivative vanishes at $3m^2-1=N$, or $m_*=\sqrt{(N+1)/3}$. The integer winner is found by comparing the neighbouring rates.

**No line tension.** For $K=0$ every mode with $m\ge2$ grows at $(m-1)V/R$, faster for finer distortions and without a short-wave limit. This is the link to diffusion-limited aggregation, where particles stick irreversibly and the particle size supplies the missing cutoff. The linear law describes the onset of branching, not the developed branched shape.

**History at constant supply.** If $B=VR$ is constant, then $dR/dt=B/R$, and (3) becomes $R>R_m$ with

$$R_m=\frac{Km(m+1)}B .$$

Dividing (1) by $V$ gives

$$\frac{d\ln\delta}{dR}=(m-1)\left(\frac1R-\frac{R_m}{R^2}\right),$$

which integrates from $R_m$ to $R$ as

$$\frac{\delta(R)}{\delta(R_m)}=\left(\frac R{R_m}\right)^{m-1}\exp\left[-(m-1)\left(1-\frac{R_m}R\right)\right]. \tag{6}$$

The growth is a power law at large $R$, not an exponential in time, because the rate falls as the island expands.

## Extensions for an implementation

**Slow attachment.** Let the edge condition be $u-\lambda\,\partial_nu=K\kappa$, where $\lambda$ is $D$ divided by the attachment speed. The circle has the same slope and second derivative as before. The first-order condition is

$$V\delta+a+\lambda\left(\frac{V\delta}R+\frac{ma}R\right)=\frac{K(m^2-1)}{R^2}\delta ,$$

so

$$a\left(1+\frac{\lambda m}R\right)=\left[\frac{K(m^2-1)}{R^2}-V\left(1+\frac\lambda R\right)\right]\delta .$$

Multiply $\sigma_m=-V/R-ma/(R\delta)$ by $1+\lambda m/R$. The two terms with $\lambda V$ are $-\lambda mV/R^2$ and $+\lambda mV/R^2$; they cancel. The rate (1) is divided by $1+\lambda m/R$, and at given $V$ the threshold is unchanged.

**Exchange with the island top.** Suppose adatoms on top have the same $D$ and $\theta_{\rm eq}$ and cross the edge freely. Without deposition there, the inner field is $K/R+a_{\rm in}(r/R)^m\cos m\varphi$, with $a_{\rm in}=K(m^2-1)\delta/R^2$. The edge speed is now the outer slope minus the inner slope, which adds $-ma_{\rm in}/R=-Km(m^2-1)\delta/R^3$. The capillary term doubles.

**Edge diffusion.** Let $\rho_e$ be the number of mobile edge atoms per length and $D_e$ their diffusion coefficient. Their current is $-\rho_eD_e\ell\,\partial_s\kappa$, since the chemical potential divided by $kT$ is $\ell\kappa$. Its convergence adds $E\,\partial_s^2\kappa$ to $V_n$, with $E=\Omega\rho_eD_e\ell$. The added rate is $-Em^2(m^2-1)/R^4$. With $b=E/K$, setting the total rate to zero and multiplying by $R^3/[K(m-1)]$ gives the threshold

$$VR^2>K\,m(m+1)\left(s+\frac{mb}R\right), \tag{7}$$

where $s=1$ without and $s=2$ with free exchange with the top.

**Deposition in a finite cell.** Let $f$ be the deposition rate in layers per time and $L$ the radius of a capture cell with no flux through its boundary. Then $\nabla^2u=-f$, and for the circle

$$u_0'(r)=\frac{f(L^2-r^2)}{2r},\qquad V=\frac{f(L^2-R^2)}{2R}. \tag{8}$$

At the edge $u_0''=-fL^2/(2R^2)-f/2=-V/R-f$, so deposition around the island adds $-f$ to the rate. The closed cell changes the mode to $(R/r)^m+q(r/R)^m$ with $q=(R/L)^{2m}$, whose slope vanishes at $L$. Its slope at $R$, divided by its value, is $-(m/R)h$ with $h=(1-q)/(1+q)$. The term $-ma/R$ is multiplied by $h$, which changes the rate by $(h-1)(m/R)[V-K(m^2-1)/R^2]$.

**Deposition on top.** With free exchange, the inner circular field is $K/R+f(R^2-r^2)/4$. It adds $fR/2$ to the edge speed; $V$ in all rate formulas remains the part supplied by the terrace. The edge condition gives $a_{\rm in}=K(m^2-1)\delta/R^2+fR\delta/2$. Minus the inner slope then contributes $f/2-mf/2=-(m-1)f/2$ to the rate, besides the capillary term already counted. Supply from inside is stabilizing because a bump lies farther from its source.

## Worked example: a Pb island on Pb(111)

The inputs are rough typical values, not fitted data: $T=350$ K, neighbour distance $d=0.35$ nm, total hop prefactor $\nu=10^{12}$ s⁻¹, hop barrier 0.06 eV, adatom formation energy 0.40 eV and $\gamma=0.25$ eV/nm. The geometry is $R=200$ nm and $L=1000$ nm, with $f=0.0025$ layers/s.

With $kT=0.03016$ eV and $\Omega=\sqrt3d^2/2=0.1061$ nm²,

$$D=\frac{\nu d^2}4e^{-0.06\,{\rm eV}/kT}=4.19\times10^9\ {\rm nm^2/s},\qquad \theta_{\rm eq}=e^{-0.40\,{\rm eV}/kT}=1.74\times10^{-6},$$

$$\ell=\frac{0.25\times0.1061}{0.03016}\ {\rm nm}=0.879\ {\rm nm},\qquad K=6.41\times10^3\ {\rm nm^3/s}.$$

Equation (8) gives $V=0.0025\,(1000^2-200^2)/400=6.0$ nm/s, or $6.0\times10^{-7}$ cm/s. Hence $VR^2=2.40\times10^5$ nm³/s and $N=37.5$. This lies between $5\times6=30$ and $6\times7=42$, so the ideal law makes modes 2 to 5 unstable.

For the extended rate, all additions above except slow attachment are summed. Edge transport needs one more rough input, a total activation energy of 0.35 eV for forming and moving an edge atom. With $\rho_eD_e=(\nu d/2)e^{-0.35\,{\rm eV}/kT}$, this gives $b=23$ nm.

| $m$ | Ideal threshold $V$ (nm/s) | Ideal rate (s⁻¹) | Extended rate (s⁻¹) |
|---|---:|---:|---:|
| 2 | 0.96 | +0.0252 | +0.0153 |
| 3 | 1.92 | +0.0408 | +0.0099 |
| 4 | 3.20 | +0.0420 | −0.0347 |
| 5 | 4.80 | +0.0239 | −0.1355 |
| 6 | 6.73 | −0.0181 | −0.3123 |
| 7 | 8.97 | −0.0890 | −0.5870 |

The continuous estimate of the fastest ideal mode is $m_*=3.58$; among integers $m=4$ wins narrowly over $m=3$. In the extended model only $m=2$ and $m=3$ of the listed modes still grow.

For $m=3$, the changes are −0.0192 s⁻¹ from capillary exchange with the top, −0.0067 s⁻¹ from edge diffusion, and −0.0025 s⁻¹ from each of the two deposition terms. The finite cell contributes about $-9\times10^{-6}$ s⁻¹. Top exchange alone removes 47% of the ideal rate. Equation (7) with $s=2$ raises the threshold speed for $m=3$ from 1.9 to 4.5 nm/s, before the deposition terms are counted.

The relative distortion tells a different story. The circle expands at $V/R=0.030$ s⁻¹ even without supply from the top. The ideal rates for $m=3$ and 4 exceed this, but both positive extended rates fall below it. At this radius the extended model thus has growing amplitudes but an island that becomes relatively rounder.

A history of the ideal model at constant $B=VR=1200$ nm²/s shows the same distinction. Mode 3 becomes unstable at $R_3=12K/B=64$ nm. Growth to 200 nm takes $(R^2-R_3^2)/(2B)=15$ s, and (6) gives

$$\frac{\delta(R)}{\delta(R_3)}=\left(\frac{200}{64.05}\right)^2e^{-2(1-64.05/200)}=2.50 .$$

The relative distortion changes by the factor $2.50\times64.05/200=0.80$. It falls until $R=24K/B=128$ nm and then rises, but has not regained its initial value at 200 nm.

## Reliability for real Pb islands

The energies enter exponentially. A change of 0.05 eV in the sum of hop barrier and adatom formation energy changes $K$ by $e^{0.05/0.03016}=5.2$. At fixed $V$ and $R$, $N$ becomes about 7 or 197: either $m=2$ alone is unstable in the ideal law, or all modes from 2 to 13 are. If instead the edge activation energy alone is lowered by 0.05 eV, $3b/R$ rises from 0.35 to 1.8. The $m=3$ threshold from (7) then becomes about 7.4 nm/s, above the assumed speed, and the mode is stable. The example shows a regime and does not predict an observed island shape.

The diffusion coefficient is uncertain for another reason. Its formula assumes separate, uncorrelated hops of length $d$, but the assumed barrier is only $2kT$, too low for a clear separation between hops. The value of $D$ is therefore only an order-of-magnitude estimate. The hop length matters too: hops between neighbouring fcc and hcp hollows have length $d/\sqrt3$, which at the same $\nu$ divides $D$ by 3. If both hollows have the same energy, the second kind of site also doubles $\theta_{\rm eq}$, so $K$ falls only by a factor of 1.5 and $N$ rises to 56. The ideal law would then make modes 2 to 7 unstable, the last one barely.

Real Pb edges also break the assumption of isotropic line tension. For $\gamma(\phi)=\gamma_0(1+\varepsilon\cos6\phi)$, with $\phi$ the direction of the edge normal, the curvature is weighted by the stiffness

$$\gamma+\frac{d^2\gamma}{d\phi^2}=\gamma_0(1-35\varepsilon\cos6\phi).$$

In equilibrium, stiffness times curvature is uniform. A sixfold distortion $\eta$ changes the relative curvature by $35(\eta/R)\cos6\varphi$, so $\eta=\varepsilon R$ to first order. An assumed $\varepsilon=0.01$ changes the stiffness by up to 35% and distorts the resting island by 2 nm. In the ideal model growth enlarges this distortion, because the term with $V$ in (1) weakens the decay of $m=6$ while the anisotropy keeps driving it. The negative rate for $m=6$ in the table therefore does not mean that the sixfold distortion vanishes. Since $\cos6\varphi\cos3\varphi$ contains $\cos3\varphi$, the $m=3$ rate may shift at first order in $\varepsilon$; that shift is not calculated here.

The sixfold form is itself a simplification. An fcc(111) surface has only threefold symmetry, so the line tension may also contain a part $\varepsilon_3\cos3\phi$. Its stiffness factor is $1-8\varepsilon_3\cos3\phi$, which adds $-8\varepsilon_3(K/R)\cos3\varphi$ to the edge value of $u$ on a circle. In the ideal model this drives $m=3$ at the speed $24K\varepsilon_3/R^2$ even without an initial distortion. For an assumed $\varepsilon_3=0.01$ the speed is 0.038 nm/s, about as large as the ideal growth speed of a 1 nm distortion. Equation (1) alone then does not describe $m=3$.

Other approximations are small for these inputs. The quasi-static measure is $VR/D=2.9\times10^{-7}$. At the coverage $\theta_{\rm eq}$ the capture cell holds only about 50 adatoms at any moment, so the smooth field $u$ is a time average; it applies because an adatom crosses the cell in about $L^2/D=2\times10^{-4}$ s, far less than $R/V=33$ s. Linearizing the edge coverage makes a relative error $\ell/(2R)=0.2\%$ in the capillary part for the circle, and $\ell/R=0.4\%$ in the part that varies with the distortion. An attachment length of one neighbour distance slows $m=3$ by 0.5%. Integrating (8) from $R$ to $L$ and adding $K/R$ gives an adatom coverage at the cell boundary 20% above $\theta_{\rm eq}$. Whether new islands nucleate there requires a separate model.

Thermal fluctuations of the edge are also left out, and they need not be small. For a resting island with isotropic line tension, equipartition gives each cosine amplitude the variance $kTR/[\pi\gamma(m^2-1)]$. For $m=3$ and $R=200$ nm this is a root-mean-square amplitude of about 1 nm. Growth can raise it further, because earlier fluctuations are amplified. At $R_3=64$ nm the resting amplitude is 0.55 nm; by (6) it would reach 1.4 nm at $R=200$ nm. This is only a lower estimate, because the growing island is not at rest at $R_3$ and noise keeps being added on the way. The variance $S$ obeys $dS/dt=2\sigma_mS+2Km\,kT/(\pi\gamma R^2)$, where the noise term is fixed by requiring the resting variance at $V=0$. Integrated from a small radius at $B=1200$ nm²/s in the ideal model, it gives a root-mean-square amplitude of about 0.8 nm at $R_3$ and about 3 nm at $R=200$ nm. The law can predict the shape of a single island only if its distortion is well above these amplified fluctuations.

An extra barrier for crossing the edge gives the island top its own attachment length, and $s$ approaches 1 once this length is much larger than $R/m$. Atoms deposited on top can still leave across such a barrier. The higher the barrier, the longer they stay and the more likely they are to meet and start a second layer, which would end the single-layer description.

To apply the law to a simulated or measured edge, place the origin at the island's centroid, which removes the shift $m=1$ at first order. Then extract both $\pi^{-1}\int_0^{2\pi}r\cos m\varphi\,d\varphi$ and the corresponding sine coefficient. In the isotropic model both obey (1), since the choice of zero angle is arbitrary.
